# Does near-field radiative heat flux diverge when two bodies touch?

**Question**

I am calculating radiative heat transfer between two identical, flat, doped-semiconductor half-spaces at 400 K and 300 K. With a Drude permittivity $\varepsilon(\omega)$, the flux at small vacuum gap $d$ follows $q=A/d^2$. Taken literally, this says that the flux becomes infinite at contact. Solving Maxwell's equations with retardation does not remove the divergence. Is it a real prediction about touching bodies? If not, which assumption fails, and at what gap?

**Answer**

It is not a prediction about touching bodies. The assumption that fails is that the surface reflects fields of every in-plane wavevector $k$ in the same way. To see this, it helps to follow where the $1/d^2$ comes from.

**Flux through one channel**

Take gaps much smaller than the thermal wavelength and the skin depth, so that the field is electrostatic, with time factor $e^{-i\omega t}$. Above a body filling $z<0$, the potential at wavevector $k$ is

$$\phi=\phi_i\,(e^{kz}-r\,e^{-kz}).$$

This defines the reflection coefficient $r$. It is convenient to define also a surface permittivity

$$\varepsilon_s=\frac{\phi'(0^+)}{k\phi(0)}=\frac{1+r}{1-r},\qquad r=\frac{\varepsilon_s-1}{\varepsilon_s+1}.$$

For a local medium, continuity of $\phi$ and of the normal displacement gives $\varepsilon_s=\varepsilon(\omega)$.

The energy current in vacuum is $\phi\,\partial_tD_z$, with $D_z=-\varepsilon_0\phi'$. If the incident potential has spectral density $S_i$, the body absorbs

$$P=\omega\varepsilon_0k\,\mathrm{Im}[(1-r^*)(1+r)]\,S_i=2\omega\varepsilon_0k\,\mathrm{Im}\,r\;S_i .$$

The same body also emits. An external charge sheet $\sigma$ at its surface induces the potential $-r\sigma/(2\varepsilon_0k)$ there, so the fluctuation-dissipation theorem gives the thermal potential

$$S_f=\frac{4\Theta}{\omega}\,\frac{\mathrm{Im}\,r}{2\varepsilon_0k},\qquad \Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.$$

Spectral densities are one-sided, integrated with $d\omega/2\pi$. Zero-point terms cancel between the bodies.

Crossing the gap multiplies the emitted potential by $e^{-kd}$, and each round trip multiplies it by $r^2e^{-2kd}$. Summing the round trips gives the potential incident on the second body, and inserting it in $P$ gives an absorbed power $\tau\Theta$ with

$$\tau=\frac{4(\mathrm{Im}\,r)^2e^{-2kd}}{|1-r^2e^{-2kd}|^2}.$$

Subtracting the reverse flow, with $\Delta\Theta=\Theta(T_1)-\Theta(T_2)$,

$$q=\int_0^\infty\frac{d\omega}{2\pi}\,\Delta\Theta\int_0^\infty\frac{k\,dk}{2\pi}\,\tau .$$

As a test, the version for two different local bodies was compared with the Joule heating produced by explicit fluctuating currents. Both give $\tau=0.714261$ in the chosen case.

**Where the inverse square comes from**

If $r$ does not depend on $k$, put $x=2kd$, so that $k\,dk=x\,dx/(4d^2)$. All dependence on $d$ comes out in front. For the remaining integral let $y=r^2e^{-x}$. Then

$$\mathrm{Im}\frac{y}{1-y}=\frac{\mathrm{Im}\,y}{|1-y|^2}=\frac{2\,\mathrm{Re}\,r\,\mathrm{Im}\,r\;e^{-x}}{|1-y|^2},\qquad
\int_0^\infty\frac{x\,y}{1-y}\,dx=\sum_{n\ge1}\frac{r^{2n}}{n^2}=\mathrm{Li}_2(r^2).$$

The series holds for $|r|<1$; analytic continuation extends the result to larger $|r|$, away from real $r^2\ge1$. Therefore

$$q=\frac{A}{d^2},\qquad A=\frac{1}{16\pi^2}\int_0^\infty d\omega\,\Delta\Theta\;\frac{2\,\mathrm{Im}\,r}{\mathrm{Re}\,r}\,\mathrm{Im}\,\mathrm{Li}_2(r^2).$$

Each channel remains bounded. With $\rho=re^{-kd}$,

$$|1-\rho^2|^2=(1-|\rho|^2)^2+4(\mathrm{Im}\,\rho)^2\quad\Rightarrow\quad \tau=\frac{4(\mathrm{Im}\,\rho)^2}{|1-\rho^2|^2}\le1 .$$

The divergence is thus a growing number of channels. Closing the gap admits wavevectors up to about $1/d$, and their number per area grows as $1/d^2$.

At $d=0$, use $1-r^2=4\varepsilon_s/(\varepsilon_s+1)^2$ and $\mathrm{Im}\,r=2\,\mathrm{Im}\,\varepsilon_s/|\varepsilon_s+1|^2$ to get

$$\tau(d=0)=\left(\frac{\mathrm{Im}\,\varepsilon_s}{|\varepsilon_s|}\right)^2 .$$

In the local model this is the same number for every $k$, so $\int k\,dk\,\tau$ has no upper end.

**First repair: an atomic cutoff**

A continuum permittivity has no meaning for fields varying within one surface cell of side $a$. Allowing one channel per cell means $\pi k_c^2/(2\pi)^2=1/a^2$, or $k_c=2\sqrt\pi/a$. This sharp limit is an estimate, since a real lattice mixes $k$ with $k$ plus reciprocal-lattice vectors. Using $\tau\le1$ and $\int_0^\infty\Theta\,d\omega=\pi^2k_B^2T^2/(6\hbar)$,

$$q\le\frac{1}{2\pi}\,\frac{k_c^2}{4\pi}\,\frac{\pi^2k_B^2(T_1^2-T_2^2)}{6\hbar}=\frac{k_B^2k_c^2(T_1^2-T_2^2)}{48\hbar}.$$

The flux is finite for any surface response within this channel count.

**Second repair: electrons with pressure**

In your material something happens at longer lengths. Electrons resist compression, so screening charge occupies a layer of finite thickness. In the hydrodynamic model, with lossless background permittivity $\varepsilon_\infty$, screened plasma frequency $\omega_p$ and damping rate $\gamma$,

$$\nabla\!\cdot(\varepsilon_0\varepsilon_\infty\mathbf E)=\varrho,\quad \nabla\!\cdot\mathbf J=i\omega\varrho,\quad (\gamma-i\omega)\mathbf J=\varepsilon_0\varepsilon_\infty\omega_p^2\mathbf E-\beta^2\nabla\varrho .$$

Write $\Omega^2=\omega^2+i\gamma\omega$. The divergence of the last equation gives $\beta^2\nabla^2\varrho=(\omega_p^2-\Omega^2)\varrho$, so charge decays into the body as $e^{\kappa z}$, with

$$\kappa^2=k^2+\frac{\omega_p^2-\Omega^2}{\beta^2},\qquad \mathrm{Re}\,\kappa>0 .$$

The potential inside is $\phi=Be^{kz}+Ce^{\kappa z}$, and Poisson's equation gives $\varrho=-\varepsilon_0\varepsilon_\infty(\kappa^2-k^2)Ce^{\kappa z}$. No electron current crosses the surface. Setting $J_z(0)=0$ and using $\beta^2(\kappa^2-k^2)=\omega_p^2-\Omega^2$,

$$-\omega_p^2(kB+\kappa C)+\kappa(\omega_p^2-\Omega^2)C=0\quad\Rightarrow\quad kB=-\frac{\Omega^2}{\omega_p^2}\,\kappa C .$$

With no current through the surface there is no extra charge sheet, so $\phi'(0^+)=\varepsilon_\infty\phi'(0^-)$. Hence

$$\frac{\varepsilon_\infty}{\varepsilon_s}=\frac{k(B+C)}{kB+\kappa C}=\frac{\omega_p^2k-\Omega^2\kappa}{\kappa(\omega_p^2-\Omega^2)}=1-\frac{\omega_p^2(\kappa-k)}{\kappa(\omega_p^2-\Omega^2)}=1-\frac{\omega_p^2}{\beta^2\kappa(\kappa+k)} .$$

For $\beta\to0$ at fixed $k$, $\beta^2\kappa^2\to\omega_p^2-\Omega^2$, and the Drude result $\varepsilon_\infty(1-\omega_p^2/\Omega^2)$ returns.

For large $k$, let $R=\kappa/k$ and $u=R^2-1=(\omega_p^2-\Omega^2)/(\beta k)^2$. Then $R\simeq1+u/2$, and

$$\frac{1}{R(R+1)}\simeq\frac12\Bigl(1-\frac{3u}{4}\Bigr),\qquad \mathrm{Im}\,u=-\frac{\gamma\omega}{(\beta k)^2}.$$

So $\mathrm{Im}(\varepsilon_\infty/\varepsilon_s)\simeq-3\omega_p^2\gamma\omega/(8\beta^4k^4)$, while the modulus tends to 1. The contact transmission becomes

$$\tau\simeq\left(\frac{3\,\omega_p^2\gamma\omega}{8\,\beta^4k^4}\right)^2\propto k^{-8}.$$

This makes the whole double integral finite. Where $\beta k<2\max(\omega,\omega_p)$, $\tau\le1$ and the area in $k$ grows only as $\max(\omega,\omega_p)^2$, which the thermal factor makes integrable. Outside that region, and for $\gamma\ll\omega_p$, $|u|$ stays near or below $1/4$. The function $1/[R(R+1)]$ then has a bounded derivative, which limits $\mathrm{Im}(\varepsilon_\infty/\varepsilon_s)$ to a constant times $\omega_p^2\gamma\omega/(\beta k)^4$. Since $\omega_p^2/(\beta k)^2\le1/4$ there, $|\varepsilon_\infty/\varepsilon_s|$ also stays well away from zero, so $\tau$ is at most a constant times the tail above. On the sampled points that constant is 2.6. No imposed cutoff is needed as long as the background is lossless. If optical phonons, for example, turn $\varepsilon_\infty$ into a lossy $\varepsilon_b(\omega)$, then $\varepsilon_s\to\varepsilon_b$ at large $k$, and the contact transmission tends to $(\mathrm{Im}\,\varepsilon_b/|\varepsilon_b|)^2$ instead of zero. The divergence then returns, and lattice dispersion or the atomic cutoff must end it.

Since $\varepsilon_s$ depends on $k$ through $\beta k$, changing variable to $\beta k$ gives $q(d)=\beta^{-2}F(d/\beta)$. At contact $q(0)\propto\beta^{-2}$: the infinity returns when dispersion is switched off. Halving $\beta$ numerically multiplies $q(0)$ by 4.0000.

**Does Landau damping spoil this?**

Hydrodynamics omits absorption by individual electrons moving with the wave. To restore it, use a degenerate Boltzmann gas. Let $\nu(\mu)$ be the shift of the Fermi energy for electrons moving at angle cosine $\mu$ to a bulk wavevector $K$, $\bar\nu$ its angular average, and $V$ the potential energy. With relaxation that conserves number,

$$(\gamma-i\omega+iKv_F\mu)\,\nu=-iKv_F\mu V+\gamma\bar\nu .$$

Divide by the bracket, which equals $iKv_F(\mu-z)$ with $z=(\omega+i\gamma)/(Kv_F)$, and average over $\mu$. With $L=\ln[(z+1)/(z-1)]$,

$$G\equiv-\frac{\bar\nu}{V}=\frac{1-zL/2}{1-i\gamma L/(2Kv_F)} .$$

The density of states at the Fermi level is $3n/(mv_F^2)$, so Poisson's equation gives the bulk permittivity $\varepsilon_L=\varepsilon_\infty[1+3\omega_p^2G/(Kv_F)^2]$. Its long-wave expansion at weak damping fixes $\beta^2=\tfrac35v_F^2$.

If electrons reflect specularly, the half-space can be continued as a mirror image, with a charge sheet $2\varepsilon_0\phi'(0^+)$ at the mirror plane. Summing its potential over normal wavevectors $p$ gives

$$\frac1{\varepsilon_s}=\frac{k\phi(0)}{\phi'(0^+)}=\frac{2k}{\pi}\int_0^\infty\frac{dp}{(k^2+p^2)\,\varepsilon_L(\sqrt{k^2+p^2},\omega)} .$$

With the hydrodynamic $\varepsilon_L$, this integral reproduces the earlier contact flux within the 1% tolerance of the test.

With the kinetic $\varepsilon_L$, large $K$ means small $z$, where $L\simeq-i\pi$ and $\mathrm{Im}\,G\simeq\pi\omega/(2Kv_F)$. Then $\mathrm{Im}(1/\varepsilon_L)\propto K^{-3}$, the integral gives $\mathrm{Im}(1/\varepsilon_s)\propto k^{-3}$, and the contact transmission falls as $k^{-6}$. This is slower than the hydrodynamic $k^{-8}$, but $\int k\,dk\,\tau$ still converges. Landau damping therefore does not make the contact flux infinite. The kinetic value below is higher than the hydrodynamic one, but absorption is not the only difference between the models. For $\omega\ll Kv_F$ the kinetic electron gas is also softer, with $\beta^2=v_F^2/3$ in place of $\tfrac35v_F^2$. Since $q(0)\propto\beta^{-2}$, that change alone would raise the hydrodynamic contact flux by a factor of $9/5$. That this is close to the ratio found below does not make softening the cause: less than half of the kinetic contact flux comes from $\omega<kv_F$, and at gaps of 1 to 10 nm the kinetic flux lies about 20 to 25% below that of the softer hydrodynamic model.

**Numbers**

As illustrative values, not data for a particular semiconductor, I chose $n=2.5\times10^{24}\ \mathrm{m^{-3}}$, $m=0.05\,m_e$, $\varepsilon_\infty=4$, $\gamma=2\times10^{13}\ \mathrm{s^{-1}}$ and $a=0.5$ nm, all independent of temperature. Then $\omega_p=1.99\times10^{14}$ rad/s, $\beta=7.53\times10^5$ m/s, $\beta/\omega_p=3.8$ nm and $A=9.31\times10^{-10}$ W.

The fluxes in W/m² are:

| $d$ (nm) | $A/d^2$ | hydrodynamic | kinetic |
|---|---|---|---|
| 100 | $9.3\times10^4$ | $8.2\times10^4$ | $8.2\times10^4$ |
| 10 | $9.3\times10^6$ | $3.3\times10^6$ | $3.3\times10^6$ |
| 1 | $9.3\times10^8$ | $1.6\times10^7$ | $2.1\times10^7$ |
| 0 | infinite | $2.2\times10^7$ | $4.0\times10^7$ |

Compared with the dispersive models, the law is already 13% too high at 100 nm and twice too high near 16 nm. Retardation is not the cause: in the local model, the retarded p-polarized evanescent flux at 100 nm agrees with $A/d^2$ to 0.2%. The s-polarized part levels off near 420 W/m², and propagating waves can carry at most the blackbody flux, 992 W/m².

The charge layer gives a sense of scale. Without loss, the surface resonance $\varepsilon=-1$ lies at $\omega^2=0.8\,\omega_p^2$. For small $k$ the layer thickness is then $1/\kappa=\beta/(\omega_p\sqrt{0.2})\approx8.4$ nm, far larger than an atom.

A saturation length $d_{\rm sat}=\sqrt{A/q(0)}$ marks where the local law would pass the contact value:

$$d_{\rm sat}^{\rm hydro}=\sqrt{\frac{9.31\times10^{-10}\ \mathrm W}{2.23\times10^7\ \mathrm{W/m^2}}}=6.5\ \mathrm{nm}.$$

The kinetic value is 4.8 nm. Real semiconductors with so light an electron mass usually have a larger $\varepsilon_\infty$; with 12 in place of 4 at the same $n$, $m$ and $\gamma$ (so a lower $\omega_p$), the hydrodynamic value becomes 4.0 nm. The local model with only the atomic cutoff has $q(0)=3.3\times10^{10}$ W/m² and $d_{\rm sat}=0.17$ nm. With a lossless background, electron dispersion therefore acts first here, and adding the cutoff to the hydrodynamic model leaves its contact flux unchanged to the printed digits.

That order is not universal. At fixed $\omega_p$, $\gamma$ and temperatures, $A$ does not depend on $\beta$, so $d_{\rm sat}^{\rm hydro}\propto\beta$. A $\beta$ about 38 times smaller would bring the two lengths together. For a polar insulator the electron formulas do not apply, and lattice dispersion must be treated separately; the channel-counting bound still carries over. A doped polar semiconductor such as GaAs has both responses, and close to contact its phonons can carry more heat than its electrons.

**What the contact value means**

The two dispersive models differ by a factor of 1.8 at contact, so even for this idealized material only the order of magnitude, a few $10^7\ \mathrm{W/m^2}$, deserves weight. The wavevector scale $1/d_{\rm sat}\approx2\times10^8\ \mathrm{m^{-1}}$ is half the Fermi wavevector, where the semiclassical kinetic model is becoming unreliable. The Fermi energy, about 0.13 eV, is also only about 4 to 5 times $k_BT$, so treating the electrons as degenerate is itself approximate. Replacing the semiclassical response by the quantum Lindhard-Mermin one at 350 K lowers the kinetic contact flux by about 10%, to $3.6\times10^7\ \mathrm{W/m^2}$.

Both models also keep a sharp vacuum gap. They omit electron spill-out, tunnelling and phonon conduction, which must be included as the surfaces approach atomic separation. They also assume that the carriers keep their bulk density up to the surface. Many doped semiconductors instead have a depletion layer, of thickness $\sqrt{2\varepsilon_0\varepsilon_\infty V/(en)}$ for band bending $V$. Here $V=0.5$ V gives about 9 nm, enough to lower the electronic flux considerably even at a 10 nm gap. The $d\to0$ value of either model is the limit of the radiative channel in the model, and not the thermal conductance of a joint. The remaining gaps and contact values are in the numerical output below.

## Computed values

```
temperatures: 400 and 300 K
carrier density: 2.50e+24 m^-3
effective mass / electron mass: 0.05
background permittivity: 4.0
damping rate: 2.00e+13 s^-1
surface cell length: 0.50 nm
plasma frequency wp: 1.9946e+14 rad/s
Fermi wavevector: 4.1988e+08 m^-1
Fermi velocity: 9.7216e+05 m/s
hydrodynamic beta: 7.5303e+05 m/s
beta/wp: 3.775 nm
cutoff k_cut: 7.0898e+09 m^-1; 1/k_cut: 0.141 nm
local coefficient A: 9.3130e-10 W
blackbody flux: 992.3 W/m^2
source-test transmission: 0.714261
same from reflection formula: 0.714261
retarded local, d=100 nm: p*d^2/A=1.0016, s=3.6918e+02 W/m^2
retarded local, d=10 nm: p*d^2/A=0.9999, s=4.1692e+02 W/m^2
retarded local, d=1 nm: p*d^2/A=1.0000, s=4.2250e+02 W/m^2
retarded local, d=0.1 nm: p*d^2/A=1.0000, s=4.2307e+02 W/m^2
fluxes in W/m^2: local law, local+cutoff, hydro, kinetic
d=100 nm: 9.313e+04, 9.313e+04, 8.246e+04, 8.245e+04
d=30 nm: 1.035e+06, 1.035e+06, 6.961e+05, 6.962e+05
d=10 nm: 9.313e+06, 9.313e+06, 3.277e+06, 3.312e+06
d=3 nm: 1.035e+08, 1.035e+08, 9.536e+06, 1.058e+07
d=1 nm: 9.313e+08, 9.313e+08, 1.563e+07, 2.076e+07
d=0.3 nm: 1.035e+10, 8.600e+09, 1.975e+07, 3.120e+07
d=0.1 nm: 9.313e+10, 1.884e+10, 2.137e+07, 3.663e+07
contact flux, local+cutoff: 3.289e+10 W/m^2
contact flux, hydro: 2.229e+07 W/m^2
contact flux, hydro+cutoff: 2.229e+07 W/m^2
contact flux, kinetic: 4.022e+07 W/m^2
channel bound with k_cut: 1.325e+11 W/m^2
contact flux ratio, beta halved: 4.0000
largest tail ratio: 2.558
saturation length, local+cutoff: 0.168 nm
saturation length, hydro: 6.463 nm
saturation length, kinetic: 4.812 nm
gap at half the local law, hydro: 16.30 nm
gap at half the local law, kinetic: 16.24 nm
```
